Choosing a Hubbard U from an occupation-independent polaron level

**Problem**

A hole is trapped on one oxygen atom of a wide-gap oxide, and the surrounding ions have relaxed around it. The ions are now held in these positions. The localized level is computed twice with a Hubbard-corrected functional: once filled by an electron (neutral cell) and once empty (hole present, charge +1). Let f be the occupation of the level, ε(f) its energy above the valence-band edge, and U the Hubbard parameter. The results, with all energies in eV, are

ε(1) = 2.4 − 0.4U (filled)

ε(0) = 0.4U (empty)

Both levels share the same energy zero at each U and have been corrected for the periodic images of the supercell. Assume that ε(f) is linear in f between the end points.

(a) Why should the level not depend on its occupation?

(b) Which U achieves this, and where does the level then lie?

(c) Can the total-energy difference between the two occupations select U instead?

(d) Find a one-projector model that gives these slopes. What does the selected U mean in it, and does the selection survive when the orbitals relax?

**Hints**

1. Differentiate the total energy with respect to f. The first-order change of the orbitals contributes nothing.
2. For an exact functional, a fractional occupation describes a statistical mixture of the two integer states.
3. Integrate the linear level from f = 0 to f = 1.
4. For one projector orbital with occupation n, the Hubbard correction is (U/2)(n − n²). Part of n comes from the other occupied states.

**Solution**

**(a) Constant level, straight energy**

Write the energy as a functional of the density matrix P = Σ fᵢ|ψᵢ⟩⟨ψᵢ|, and let H = ∂E/∂P be the one-electron Hamiltonian, with H|ψᵢ⟩ = εᵢ|ψᵢ⟩. If only the polaron occupation f is varied,

dE = ⟨ψ|H|ψ⟩ df + Σ fᵢ(⟨δψᵢ|H|ψᵢ⟩ + ⟨ψᵢ|H|δψᵢ⟩)

The sum equals Σ fᵢεᵢ δ⟨ψᵢ|ψᵢ⟩, which vanishes because the orbitals stay normalized. Hence, at fixed ions,

dE/df = ε(f)

The energy of a mixture is the weighted mean of the two integer energies:

E(f) = (1 − f)E(0) + fE(1)

Its slope, E(1) − E(0), does not depend on f. An exact functional therefore has a constant level between the two integers. The end points are meant as limits from inside the interval. The empty eigenvalue computed at f = 0 equals that limit when the potential is continuous in f, as it is for a semilocal functional with a Hubbard term. The exact Kohn–Sham potential can jump by a constant at an integer, and its empty eigenvalue then differs from E(1) − E(0). An approximate functional with ε(1) ≠ ε(0) cannot have a straight E(f).

**(b) The selected U**

The straight line through the two given end points is

ε(f) = ε(0) + [ε(1) − ε(0)]f = 0.4U + (2.4 − 0.8U)f

Differentiating once more gives the curvature of the energy:

d²E/df² = dε/df = 2.4 − 0.8U

It vanishes when

U = 2.4/0.8 = 3 eV

Both formulas then give the same level:

ε(1) = 2.4 − 0.4 × 3 = 1.2 eV

ε(0) = 0.4 × 3 = 1.2 eV

The solution is unique because the curvature is linear in U with a nonzero slope. A shift of the energy zero common to both occupations would cancel in ε(1) − ε(0), so it would move the level but not the selected U.

The two sides of U = 3 eV differ physically. Integrating ε(f) from 0 gives

E(f) − E(0) = 0.4Uf + (1.2 − 0.4U)f²

At f = 1/2 this is 0.2U + 0.3 − 0.1U = 0.3 + 0.1U. At f = 1 it is 0.4U + 1.2 − 0.4U = 1.2, so the chord between the end points has the value 0.6 at its middle. The departure from the chord is

0.3 + 0.1U − 0.6 = −0.3 + 0.1U = −(2.4 − 0.8U)/8

At U = 0 the energy lies 0.30 eV below the chord. Take two distant copies of the distorted site that share one hole. Half a hole on each costs 2E(1/2), whereas a whole hole on one costs E(0) + E(1). The shared state is lower by 2 × 0.30 = 0.60 eV, a spurious reward for spreading the charge. At U = 5 eV the energy lies 0.20 eV above the chord, and sharing is penalized by 0.40 eV. At U = 3 eV the two arrangements are degenerate, as they should be for distant sites without coupling.

**(c) The total-energy difference**

By the result of (a), the energy difference is the integral of the level. For a linear level this is the mean of its end points:

E(1) − E(0) = [ε(0) + ε(1)]/2 = [0.4U + 2.4 − 0.4U]/2 = 1.2 eV

U has cancelled, so this difference cannot select U. The cancellation occurs because the two given slopes are equal and opposite, which depends on the energy zero: a zero that moved by −0.4U would turn the difference into 1.2 + 0.4U without changing the selected U. Even then the difference alone could fix U only against an outside reference value. For a linear level, what selects U is the agreement of each end-point level with this difference. At U = 0, for example, the filled level lies 1.2 eV above it and the empty level 1.2 eV below it.

**(d) A model for the slopes**

Let |p⟩ be the projector orbital and w = |⟨p|ψ⟩|² the weight of the polaron orbital on it. With orbitals frozen, the projector occupation is

n = n₀ + wf

where n₀ comes from the other filled states. The derivative of (U/2)(n − n²) with respect to n is U(1/2 − n). This potential acts on |p⟩ alone, so it shifts the polaron level by

Δε = wU(1/2 − n₀ − wf)

The given slopes require

w(1/2 − n₀) = 0.4 (f = 0)

w(1/2 − n₀ − w) = −0.4 (f = 1)

Subtracting the second from the first gives w² = 0.8, so w = 0.894. Adding them gives w(1 − 2n₀ − w) = 0, so n₀ = (1 − w)/2 = 0.053. The projector occupation is thus 0.053 with the level empty and 0.947 with it filled. This step assumes that the valence-band edge does not move with U, as if the correction acted on the trap site alone. If the edge shifts by sU, the value of w is unchanged but n₀ = 1/2 − (0.4 + s)/w, and 0 ≤ n ≤ 1 requires |s| ≤ 0.047. When U acts on every oxygen, the filled O 2p states at the edge also move down, at a rate close to that of the filled trap level. Measured from the edge, the filled level is then nearly flat and the empty level carries almost all of the slope difference.

Now represent the error of the uncorrected functional by an energy Kn²/2. Its potential Kn shifts the level by wKn, which rises by w²K between f = 0 and f = 1. The given rise at U = 0 is 2.4 eV, so

K = 2.4/0.8 = 3 eV

With h the part of the Hamiltonian that does not depend on n, the level is

ε(f) = ⟨ψ|h|ψ⟩ + wKn + wU(1/2 − n)

Choose ⟨ψ|h|ψ⟩ = 1.2 − wK/2, which fixes the energy zero of the model. Then

ε(f) = 1.2 + w(K − U)(n − 1/2)

Since n − 1/2 = (1 − w)/2 + wf − 1/2 = w(f − 1/2), this becomes

ε(f) = 1.2 + w²(K − U)(f − 1/2)

At f = 1 it gives 1.2 + 0.4(3 − U) = 2.4 − 0.4U, and at f = 0 it gives 1.2 − 0.4(3 − U) = 0.4U, as required. In this model the selected U equals K: it cancels the spurious curvature in n.

When the orbitals may relax, the full Hamiltonian is

H = h + [Kn + U(1/2 − n)]|p⟩⟨p|

For U = K the bracket is K/2, whatever n is. H no longer depends on f, so neither do its orbitals and levels, and the selection survives relaxation. This argument needs the error and the correction to act on the same projector. An error located elsewhere would not cancel in this way.

Away from U = K, relaxation does matter. To size it, take three orbitals in one spin channel: a filled partner at −3.0 eV, the polaron at 1.2 eV and an empty partner at 8.0 eV. These are the levels at U = K, and the weights on |p⟩ are 0.053, 0.894 and 0.053. Self-consistent diagonalization at U = 0 gives a filled level of 2.34 eV and an empty one of 0.13 eV, instead of the frozen values 2.40 and 0.00 eV. The level at f = 1/2 lies 0.03 eV below the mean of the end points, so ε(f) is slightly bent, and E(1) − E(0) is 1.21 eV instead of 1.20 eV. The given straight lines are thus the frozen-orbital limit of this model. The relaxed levels still meet at U = 3 eV.

**Reading the numbers for a gate oxide**

The lines are model data, not a calculation for a particular oxide. The selected U belongs to the chosen projector and underlying functional. The level at 1.2 eV is not the depth of the trap. At fixed ions, moving the hole from the valence edge to this level gains 1.2 eV, but distorting the lattice around the hole costs energy, which these data do not give. The trapped hole is bound only by the difference. Gate oxides are often amorphous, which breaks the assumption of a single site geometry. If another site had its filled level 0.05 eV higher and its empty level 0.05 eV lower, the selected U would rise by 0.10/0.8 = 0.125 eV. Removing the curvature of this one level does not make the functional exact, nor does it establish that the same U suits other properties.

**Variation 1: the image correction was forgotten**

Suppose the given lines are raw results from a cubic cell of edge L = 1.2 nm. Take rough typical oxide dielectric constants: κ∞ = 3 for electrons alone and κₛ = 10 with ionic response. What U follows after correction?

The ions are frozen around the hole, and their displacement carries a polarization charge q, in units of e. Far from the hole, the complete response must give the statically screened field:

(1 + q)/κ∞ = 1/κₛ, so q = −(1 − κ∞/κₛ) = −0.70

Filling the level removes the hole but not the ionic displacement. The charge seen by the images is therefore Q = 1 − f + q, which is 0.30 when empty and −0.70 when filled.

In a periodic cell with a neutralizing background, the potential of the images and background at a point charge is proportional to −αQ/L, with α = 2.837 from an Ewald sum for the cubic lattice. The interaction energy is half the charge times this potential. Removing it adds, with C = e²/(4πε₀) = 1.440 eV nm (ε₀ is the vacuum permittivity),

E_corr = αCQ²/(2κ∞L)

This is the leading, point-charge term. It leaves out the image correction to the energy stored in the ionic displacement. That part does not depend on f, so it does not affect the levels, but it would be needed for the total energy of the trapped hole. Since dQ/df = −1, the level correction is

dE_corr/df = −αCQ/(κ∞L)

Here αC/(κ∞L) = 2.837 × 1.440/(3 × 1.2) = 1.135 eV. The filled level moves by +0.794 eV and the empty one by −0.340 eV. Equality now reads

2.4 − 0.4U + 0.794 = 0.4U − 0.340

so 0.8U = 3.534 and U is about 4.4 eV, with the level at about 1.4 eV. Had the same raw lines come from a cell of 2.4 nm, the corrections would be halved, giving U of about 3.7 eV and a level at about 1.3 eV. For these parameters the image correction raises U by about 1.4 eV in the smaller cell and 0.7 eV in the larger, far more than the 0.125 eV change found above, so it must be made before the levels are equated.

**Variation 2: equal end points, but a bent level**

Suppose that at the selected U the level is

ε(f) = 1.2 + 4bf(1 − f), with b = 0.10 eV

Is E(f) straight? The end points agree at 1.2 eV, but the level at f = 1/2 is 1.3 eV, so E(f) is not straight. Because ∫f(1 − f)df from 0 to 1 is 1/2 − 1/3 = 1/6,

E(1) − E(0) = 1.2 + 4b/6 = 1.2 + 2b/3 = 1.267 eV

The total-energy difference exceeds the end-point level by 0.067 eV. Equality of the two levels is therefore necessary for a constant level, but it is sufficient only with further information, such as the linearity assumed in the problem. A calculation at f = 1/2 would reveal this bend directly.
